\section*{Clamping and the voltage maximum of a neo-Hookean dielectric membrane}

\section*{Question}

A soft dielectric membrane between compliant electrodes becomes thinner and wider when a voltage is applied. In the neo-Hookean model of rubber elasticity, if the film is free to widen in both in-plane directions, the voltage it can hold in equilibrium passes through a maximum, beyond which the film thins in a runaway. Why does this maximum disappear when one in-plane direction is clamped, and why does a finite limiting voltage nevertheless remain?

\section*{The mechanism: two powers of the stretch}

Let the undeformed film have thickness $H$, and let $\lambda_1,\lambda_2$ be its in-plane stretches, that is, current length over undeformed length. The material is incompressible, so the thickness stretch is $\lambda_3=1/(\lambda_1\lambda_2)$. At voltage $\Phi$ the nominal field is $\tilde E=\Phi/H$, while the true field is
\begin{equation}
E=\frac{\Phi}{\lambda_3H}=\lambda_1\lambda_2\tilde E .
\end{equation}
Thinning at fixed voltage therefore raises the true field, which squeezes the film harder. This is the positive feedback behind the instability. Opposing it is the elasticity of the network, and the outcome depends on which of the two grows faster with stretch.

In free equal-biaxial stretching both in-plane lengths grow, and the true field rises as $\lambda^2$. With one direction clamped, only one length grows, and the field rises as $\lambda$. The feedback is weakened by one power in the field and by two in its square. The energy shows that this is just enough to bring it level with neo-Hookean elasticity.

\section*{Energy and equilibrium}

Assume homogeneous deformation, shear modulus $\mu$, and a permittivity $\epsilon$ that does not depend on stretch. A piece of undeformed area $A$ has current area $\lambda_1\lambda_2A$ and current thickness $H/(\lambda_1\lambda_2)$, hence capacitance
\begin{equation}
C=\frac{\epsilon\lambda_1\lambda_2A}{H/(\lambda_1\lambda_2)}=\frac{\epsilon A}{H}\lambda_1^2\lambda_2^2 .
\end{equation}
The stored electrical energy is $C\Phi^2/2$. The battery supplies the charge $C\Phi$ at fixed voltage, which lowers its own energy by $C\Phi^2$. The sum is $-C\Phi^2/2$. Let direction 1 also carry a constant nominal stress $s\ge0$ (force per undeformed cross-section). Dividing by the undeformed volume $AH$ gives the total energy density
\begin{equation}
w=\frac{\mu}{2}\left(\lambda_1^2+\lambda_2^2+\frac{1}{\lambda_1^2\lambda_2^2}-3\right)-\frac{\epsilon}{2}\tilde E^2\lambda_1^2\lambda_2^2-s\lambda_1 .
\label{energy}
\end{equation}

Now clamp direction 2 at $\lambda_2=\lambda_p$ and write $\lambda_1=\lambda$. The only free variable is $\lambda$, so equilibrium requires
\begin{equation}
\frac{\partial w}{\partial\lambda}=\mu\lambda-\frac{\mu}{\lambda^3\lambda_p^2}-\epsilon\tilde E^2\lambda_p^2\lambda-s=0 .
\label{force}
\end{equation}
At large stretch the elastic resistance is $\mu\lambda$ and the electrical pull is $\epsilon\tilde E^2\lambda_p^2\lambda$: both are linear in $\lambda$. Further stretching cannot tip the balance between them; it is set by the coefficients $\mu$ and $\epsilon\tilde E^2\lambda_p^2$. Dividing (\ref{force}) by $\mu\lambda$ and rearranging,
\begin{equation}
\frac{\epsilon\tilde E^2\lambda_p^2}{\mu}=1-\frac{1}{\lambda^4\lambda_p^2}-\frac{s}{\mu\lambda}.
\label{main}
\end{equation}
The derivative of the right-hand side is
\begin{equation}
\frac{4}{\lambda^5\lambda_p^2}+\frac{s}{\mu\lambda^2}>0 ,
\end{equation}
so the nominal field rises with stretch throughout. As $\lambda\to\infty$ the right-hand side tends to 1, and
\begin{equation}
\tilde E\to\tilde E_\infty=\frac{1}{\lambda_p}\sqrt{\frac{\mu}{\epsilon}} .
\label{limit}
\end{equation}
This value is approached but not reached at finite stretch. The true field $E=\lambda\lambda_p\tilde E$ has no such bound.

The second derivative of the energy shows what the limit means for stability:
\begin{equation}
\frac{\partial^2w}{\partial\lambda^2}=\mu-\epsilon\tilde E^2\lambda_p^2+\frac{3\mu}{\lambda^4\lambda_p^2}.
\end{equation}
For $\tilde E<\tilde E_\infty$ this is positive at every $\lambda$, and $w$ rises without bound at both small and large stretch, so there is one equilibrium and it is stable. For $\tilde E\ge\tilde E_\infty$ the terms linear in $\lambda$ in (\ref{force}) sum to zero or less, and the others are negative, so the slope of $w$ is negative everywhere and the film runs away. Clamping thus removes the turning point but leaves a voltage ceiling.

This stability requires a clamp that fixes $\lambda_2$ everywhere, as closely spaced stiff fibres along direction 2 would. Gripping only the two ends of a long strip fixes just the mean of $\lambda_2$. One part of the strip can then thin and widen at the expense of the rest; for $\lambda_p=3$ and $s=0$ the uniform state becomes unstable in this way at $\lambda\approx1.05$, at 95\% of the limiting voltage.

\section*{The free membrane for comparison}

With $\lambda_1=\lambda_2=\lambda$ and no load, differentiating (\ref{energy}) with respect to either stretch gives
\begin{equation}
\mu(\lambda-\lambda^{-5})=\epsilon\tilde E^2\lambda^3
\quad\Longrightarrow\quad
\frac{\epsilon\tilde E^2}{\mu}=\lambda^{-2}-\lambda^{-8}.
\label{biaxial}
\end{equation}
The pull now grows as $\lambda^3$ against a resistance growing as $\lambda$, so the voltage needed for equilibrium must eventually fall. Setting $-2\lambda^{-3}+8\lambda^{-9}=0$ gives $\lambda^6=4$, or $\lambda\approx1.26$, where $\tilde E\approx0.687\sqrt{\mu/\epsilon}$.

A closer comparison keeps the initial shape and changes only the restraint. For $s=0$ and zero voltage, (\ref{main}) gives $\lambda=\lambda_p^{-1/2}$. Replace the clamp by the constant nominal stress that holds this same shape,
\begin{equation}
s_2=\mu\left(\lambda_p-\frac{1}{\lambda^2\lambda_p^3}\right)=\mu(\lambda_p-\lambda_p^{-2}).
\end{equation}
Multiplying each force balance by its own stretch gives
\begin{align}
\mu(\lambda_1^2-\lambda_3^2)&=\epsilon E^2, \label{one}\\
\mu(\lambda_2^2-\lambda_3^2)-s_2\lambda_2&=\epsilon E^2 .
\end{align}
Subtraction yields $\lambda_2^2-(s_2/\mu)\lambda_2=\lambda_1^2$, so $\lambda_2$ grows along with $\lambda_1$. Substituting $E=\lambda_1\lambda_2\tilde E$ in (\ref{one}) and dividing by $\mu\lambda_1^2\lambda_2^2$,
\begin{equation}
\frac{\epsilon\tilde E^2}{\mu}=\frac{1}{\lambda_2^2}\left(1-\frac{1}{\lambda_1^4\lambda_2^2}\right).
\label{general}
\end{equation}
This starts at zero, is positive afterwards, and returns to zero as $\lambda_2\to\infty$. It therefore has a maximum. With a rigid clamp the prefactor $1/\lambda_2^2$ cannot fall, and the maximum is gone.

\section*{How rigid must the clamp be?}

Let the clamp be a spring, relaxed at $\lambda_p$, that exerts on the film the nominal stress $k(\lambda_p-\lambda_2)$, positive when it pulls outward, with $s=0$. With this in place of $s_2$, the same subtraction as before gives
\begin{equation}
k\lambda_2(\lambda_2-\lambda_p)=\mu(\lambda_1^2-\lambda_2^2).
\label{spring}
\end{equation}
For any finite $k$, $\lambda_2$ grows without bound as $\lambda_1$ does, and by (\ref{general}) the voltage finally falls. Within the neo-Hookean model, the monotonic curve is thus a marginal case that requires a rigid clamp.

For $k\gg\mu$, and while $\lambda_2$ stays near $\lambda_p$, (\ref{spring}) gives $\lambda_2\approx\lambda_p+\mu(\lambda_1^2-\lambda_p^2)/(k\lambda_p)$. To leading order (\ref{general}) becomes
\begin{equation}
\frac{\epsilon\tilde E^2\lambda_p^2}{\mu}\approx1-\frac{2\mu(\lambda_1^2-\lambda_p^2)}{k\lambda_p^2}-\frac{1}{\lambda_1^4\lambda_p^2}.
\end{equation}
Setting the derivative to zero,
\begin{equation}
-\frac{4\mu\lambda_1}{k\lambda_p^2}+\frac{4}{\lambda_1^5\lambda_p^2}=0
\quad\Longrightarrow\quad
\lambda_1\approx\left(\frac{k}{\mu}\right)^{1/6}.
\end{equation}
The peak moves to infinity, but slowly. Numerical maximization of (\ref{general}) with (\ref{spring}) at $\lambda_p=3$ puts it at $\lambda_1=3.165$ for $k/\mu=10^3$ and at $6.813$ for $10^5$; the estimate gives $3.162$ and $6.813$. At both peaks $\lambda_1>\lambda_2$, so by (\ref{spring}) the spring pushes on the film; these peaks can be reached only if the film is kept from wrinkling, as discussed below. For the soft spring $k/\mu=10$ the peak is at $1.51$. Its voltage is $1.06$ times the rigid-clamp limit, because the film has pulled the spring in to $\lambda_2=2.80$ and is thicker than a film held at 3.

\section*{The film must also stay flat}

The true stress in each in-plane direction is $\sigma_i=\mu(\lambda_i^2-\lambda_3^2)-\epsilon E^2$. In the free direction $\sigma_1=s\lambda$. Subtracting, the clamped direction carries
\begin{equation}
\sigma_2=\mu(\lambda_p^2-\lambda^2)+s\lambda .
\label{clamp}
\end{equation}
Without load, tension is lost at $\lambda=\lambda_p$. Beyond that point the clamp has to push, and a thin film wrinkles instead. If bending costs negligible energy, the wrinkled film has no stress in either direction and follows the equal-biaxial law (\ref{biaxial}), which falls for $\lambda>4^{1/6}$. For $\lambda_p>4^{1/6}$ a voltage maximum then reappears at the onset of wrinkling. A film clamped without prestretch, $\lambda_p=1$, has no tension to lose: it wrinkles at once and recovers the ordinary biaxial maximum. The monotonic curve up to the limit thus belongs to a film kept flat with $\lambda_2$ fixed everywhere; prestretch secures flatness up to $\lambda=\lambda_p$. Flatness alone is not enough: if $\lambda_2$ can vary locally, $\partial^2w/\partial\lambda_2^2$ turns negative just past that point, at $\lambda\approx3.01$ for $\lambda_p=3$ and $s=0$.

\section*{Numbers for a soft elastomer film}

Take $\mu=50$ kPa, relative permittivity 4.5, $H=1$ mm, $\lambda_p=3$ and $s=0$. Then $\sqrt{\mu/\epsilon}=35.4$ MV/m, and (\ref{limit}) gives
\begin{equation}
\tilde E_\infty=\frac{35.4}{3}=11.8\ \text{MV/m},\qquad \Phi_\infty=11.8\ \text{kV}.
\end{equation}
With $v=\tilde E/\tilde E_\infty$, (\ref{main}) reads $v^2=1-1/(\lambda^4\lambda_p^2)$, which inverts to
\begin{equation}
\lambda=\lambda_p^{-1/2}(1-v^2)^{-1/4}.
\end{equation}
At $v=0.9$ this is $0.577\times0.19^{-1/4}=0.874$. The true field is $0.9\times11.81\times0.874\times3\approx27.9$ MV/m, and (\ref{clamp}) gives $\sigma_2=50\times(9-0.765)\approx412$ kPa. Other voltages follow in the same way:

\begin{center}
\begin{tabular}{cccc}
$v$ & $\lambda$ & $E$ (MV/m) & $\sigma_2$ (kPa)\\
0.500 & 0.620 & 11.0 & 431\\
0.900 & 0.874 & 27.9 & 412\\
0.990 & 1.537 & 53.9 & 332\\
0.999 & 2.730 & 96.6 & 77
\end{tabular}
\end{center}

Half the limiting voltage lengthens the free direction by 7\% of its initial length. Between $v=0.990$ and $0.999$ the stretch grows by a factor of about 1.8. The film is stable there but very compliant: at equilibrium with $s=0$ the second derivative of $w$ is $4\mu/(\lambda^4\lambda_p^2)$, which fades as the limit is approached. Tension is lost at $\lambda=3$, where $v=\sqrt{1-3^{-6}}=0.9993$ and the film is 0.11 mm thick.

Under the dead load $s_2=50\times(3-1/9)=144$ kPa in place of the clamp, numerical maximization of (\ref{general}) gives a peak of 10.5 kV at $\lambda_1=1.05$, $\lambda_2=3.23$. This is 0.89 of the clamped limit. For these values the clamp raises the attainable voltage modestly; its larger effect is on the stretch that can be reached stably.

A load in the free direction slows the approach to the limit, since the deficit in (\ref{main}) then decays as $1/\lambda$ instead of $1/\lambda^4$. With $s=50$ kPa the film starts at $\lambda=1.09$. Setting $\sigma_2=0$ gives $\lambda^2-\lambda-9=0$, so tension is lost at $\lambda=3.54$, where $v=0.85$.

\section*{Where real films depart from the model}

The parameters are rough values in the regime of soft acrylic elastomers. Such materials are viscoelastic. If the modulus relaxes to half its value, an assumed figure, the limit is multiplied by $1/\sqrt2$ and drops to 8.3 kV. If $\mu$ is proportional to absolute temperature, warming from 293 to 313 K raises the limit by 3.4\%. That proportionality belongs to ideal rubber elasticity; a viscoelastic acrylic can instead soften on warming, which lowers the limit.

Polymer chains also have finite length. The Gent model represents this by replacing $\mu$ with $\mu/[1-(I_1-3)/J]$, where $I_1=\lambda_1^2+\lambda_2^2+\lambda_3^2$. For a rough $J=100$, and with $v$ still referred to 11.8 kV, the curve passes $v=1$ at $\lambda=1.11$ and reaches $1.08$ at $\lambda=3$. For a film kept flat it keeps rising and diverges at the locking stretch $\lambda\approx9.7$. A thin film without load still wrinkles at $\lambda=3$, and $v$ then falls to about $0.82$ near $\lambda\approx5$ before stiffening lifts it again. The flat-film response is still monotonic, but the finite limit requires an elastic energy that grows only as $\lambda^2$ at fixed $\lambda_p$, as the neo-Hookean and Mooney--Rivlin energies do; with stiffening it survives as a sloping shoulder.

Dielectric breakdown can end the curve earlier. In the neo-Hookean model a strength of 100 MV/m, a rough figure, is reached at $\lambda=2.8$, just before tension is lost. On the flat-film curve a strength of 200 MV/m would be reached only at $\lambda=5.6$, beyond the onset of wrinkling, where that curve no longer applies to a thin film without load. A rigid, distributed clamp removes the electromechanical turning point as long as the film stays flat, but it does not protect the material from the growing true field.

All numerical values are calculated from the stated model.
